\section*{Contour-integral quasinormal modes of a dispersive slab, with verified mode counts}

\section{The situation and the equations}

A flake of MoS2 on fused silica reflects light at both faces and therefore acts as an optical resonator. It leaks through those faces, so its resonances have complex frequencies. Near an exciton line its permittivity also changes strongly with frequency, and the matrix whose null vectors are the modes then depends on the unknown frequency in a more complicated way than the quadratic one of a constant permittivity. A solver must find the modes in a chosen spectral window and show that none has been missed.

Take a slab $0<x<L$, light at normal incidence, and fields varying as $e^{-i\omega t}$. The outer media have constant indices $n_1$ (left) and $n_2$ (right). Write $w=\hbar\omega$ for the complex photon energy and $k=w/(\hbar c)$. The in-plane permittivity is a background plus one Lorentz line,
\begin{equation}
\varepsilon(w)=\varepsilon_b+\frac{fE_0^2}{D(w)},\qquad D(w)=E_0^2-i\gamma w-w^2 .
\end{equation}
Maxwell's equations for a nonmagnetic slab reduce to $E''+k^2\varepsilon E=0$. A quasinormal mode has outgoing waves alone outside, $e^{-ikn_1x}$ on the left and $e^{ikn_2x}$ on the right. Since $E$ and $E'$ are continuous,
\begin{equation}
E'(0)=-ikn_1E(0),\qquad E'(L)=ikn_2E(L).
\end{equation}
Decay in time means $\operatorname{Im}w<0$, and the outside field then grows with distance. These face conditions remove the outside region from the calculation, so the growth does no harm.

\section{The matrix problem}

Let $s=x/L$ and $\kappa=kL=\tau w$, with $\tau=L/(\hbar c)$. Multiply the wave equation by a real basis function $\phi_i(s)$ and integrate by parts:
\begin{equation}
\int_0^1\phi_i'E'\,ds-\kappa^2\varepsilon\int_0^1\phi_iE\,ds-\big[\phi_iE'\big]_0^1=0 .
\end{equation}
In the variable $s$ the face conditions are $E'(0)=-i\kappa n_1E(0)$ and $E'(1)=i\kappa n_2E(1)$. The lower limit carries a second minus sign, so the bracket equals $i\kappa[n_2\phi_i(1)E(1)+n_1\phi_i(0)E(0)]$. Choose $\phi_j=\sqrt{2j+1}\,P_j(2s-1)$, $j=0,\dots,N_b-1$, which are orthonormal on the unit interval, and expand $E=\sum_jv_j\phi_j$. Then
\begin{equation}
T(w)v=0,\qquad T=S-\kappa^2\varepsilon(w)I-i\kappa B,
\end{equation}
\begin{equation}
S_{ij}=\int_0^1\phi_i'\phi_j'\,ds,\quad B_{ij}=n_1\phi_i(0)\phi_j(0)+n_2\phi_i(1)\phi_j(1).
\end{equation}
$T$ is complex symmetric, $T^{\mathsf T}=T$, but not Hermitian.

\subsection{A scalar condition for the same slab}

With $n^2=\varepsilon$, the solution that has $E(0)=1$ and obeys the left condition is $E=\cos n\kappa s-i(n_1/n)\sin n\kappa s$. Inserting it in $E'(1)-i\kappa n_2E(1)=0$ and dividing by $-\kappa$ gives
\begin{equation}
F=n\sin n\kappa+i(n_1+n_2)\cos n\kappa+\frac{n_1n_2}{n}\sin n\kappa=0 .
\end{equation}
$F$ is even in $n$, so the sign of the square root is irrelevant and there is no branch cut. With $X=e^{in\kappa}$, writing sine and cosine as exponentials gives
\begin{equation}
2inF=(n-n_1)(n-n_2)X-(n+n_1)(n+n_2)X^{-1}.
\end{equation}
With $r_j=(n-n_j)/(n+n_j)$, a zero means $r_1r_2X^2=1$: the field reproduces itself after a round trip. Taking the logarithm,
\begin{equation}
n\kappa=\pi m+\tfrac{i}{2}\ln(r_1r_2),
\label{trip}
\end{equation}
where the integer $m$ labels the order. For constant real $n>n_1,n_2$ this is explicit:
\begin{equation}
w_m=\frac{\pi m+\frac i2\ln(r_1r_2)}{n\tau}.
\label{const}
\end{equation}
Here $\operatorname{Im}w_m$ is independent of $m$, so the quality factor $Q=-\operatorname{Re}w/(2\operatorname{Im}w)$ grows in proportion to $m$.

\section{From a contour to the modes}

\subsection{The inverse near a mode}

Let $\lambda$ be a simple zero of $\det T$ with null vector $v$. Write $T^{-1}=R/(w-\lambda)+H+\dots$. The singular terms of $TT^{-1}=I$ and $T^{-1}T=I$ give $T(\lambda)R=0$ and $RT(\lambda)=0$. The null space is one-dimensional and $T$ is symmetric, so $R=\alpha vv^{\mathsf T}$. The next order of $TT^{-1}=I$ is $T(\lambda)H+T'(\lambda)R=I$. Multiplying from the left by $v^{\mathsf T}$ removes the first term and leaves $\alpha\,v^{\mathsf T}T'v=1$. Hence
\begin{equation}
T^{-1}(w)=\frac{vv^{\mathsf T}}{(w-\lambda)\,v^{\mathsf T}T'(\lambda)v}+\text{regular terms}.
\end{equation}
The transpose carries no complex conjugation.

\subsection{Moments and projection}

Choose a contour with centre $c$ and horizontal half axis $a$, with no mode on it and no pole of $\varepsilon$ inside. Let $\zeta=(w-c)/a$, and let $V$ be a random $N_b\times\ell$ probe matrix. By the residue theorem
\begin{equation}
A_p=\frac1{2\pi i}\oint\zeta^pT^{-1}V\,dw=X\Lambda^pY .
\end{equation}
The columns of $X$ are the enclosed mode vectors $v_j$, $\Lambda$ is diagonal with entries $\zeta_j$, and the rows of $Y$ are $v_j^{\mathsf T}V/(v_j^{\mathsf T}T'v_j)$. Collect $2K$ moments in block matrices with blocks $(H_0)_{ij}=A_{i+j}$ and $(H_1)_{ij}=A_{i+j+1}$, $0\le i,j<K$. Stacking $X,X\Lambda,\dots$ into $X_K$ and placing $Y,\Lambda Y,\dots$ side by side in $Y_K$ gives
\begin{equation}
H_0=X_KY_K,\qquad H_1=X_K\Lambda Y_K .
\end{equation}
Suppose both factors have full rank $r$, the number of enclosed modes. In the reduced decomposition $H_0=U\Sigma W^\dagger$ the columns of $U$ span those of $X_K$, so $X_K=UG$ with $G$ invertible. Then $GY_K=U^\dagger H_0=\Sigma W^\dagger$, and
\begin{equation}
U^\dagger H_1W\Sigma^{-1}=G\Lambda Y_KW\Sigma^{-1}=G\Lambda G^{-1}.
\label{small}
\end{equation}
The eigenvalues of this small matrix are the $\zeta_j$. If $g$ is an eigenvector, the first $N_b$ rows of $Ug$ are the mode vector.

For $K=1$ the rank cannot exceed $\ell$, and the $v_j$ must be linearly independent. Larger $K$ relaxes both limits, because modes with similar fields but different energies are separated by the powers of $\zeta$.

\begin{verbatim}
input: T(w), ellipse, N nodes, l probes, K blocks
V = random complex matrix
for each node w_q with quadrature weight h_q:
    factor T(w_q); solve T(w_q) Z = V
    for p = 0 .. 2K-1:  A_p += h_q * zeta_q^p * Z
form H0, H1;  U, Sigma, W = svd(H0)
r = number of singular values above threshold
if r = min(K*N_b, K*l): increase l or K, repeat
eigen-decompose U^H H1 W Sigma^-1
map zeta to w; recover vectors; discard w outside
compare r with the winding number of det T
compute residuals and frequency errors
\end{verbatim}

\section{Counting independently}

Jacobi's formula $(\ln\det T)'=\operatorname{tr}(T^{-1}T')$ and the argument principle give
\begin{equation}
\frac1{2\pi i}\oint\operatorname{tr}(T^{-1}T')\,dw=Z-P,
\label{count}
\end{equation}
the zeros minus the poles of $\det T$ inside, with multiplicity. Without an enclosed pole of $\varepsilon$, $P=0$. This count uses no random probes and no rank threshold, so it can expose a fault in either. The winding of $F$ supplies a count that does not use the basis. The contour must leave $w=0$ outside for this comparison: there a constant field gives $\det T$ a zero that $F$ lacks, because a factor $\kappa$ was divided out of $F$.

A Lorentz model allows one more check. The product $DT$ is a matrix polynomial of degree four,
\begin{equation}
DT=DS-\kappa^2(\varepsilon_bD+fE_0^2)I-i\kappa DB .
\end{equation}
Its leading coefficient $\tau^2\varepsilon_bI$ is invertible, so it has $4N_b$ roots, obtainable from one linear eigenproblem. At $D=0$ it equals $-\kappa^2fE_0^2I$, which is nonsingular, so multiplication by $D$ adds no false root.

\section{What the quadrature does}

For an ellipse with half axes $a>b$, set
\begin{equation}
w-c=\alpha\xi+\beta/\xi,\quad \alpha=\tfrac{a+b}2,\quad\beta=\tfrac{a-b}2,\quad \xi=e^{i\theta}.
\end{equation}
The $N$-point trapezoid rule replaces $(2\pi i)^{-1}\oint h\,dw$ by the mean of $h\,(\alpha\xi-\beta/\xi)$ over the $N$th roots of unity. For $h=1/(w-\lambda)$ let $\xi_1,\xi_2$ solve $\alpha\xi^2-(\lambda-c)\xi+\beta=0$, so that $\xi_1\xi_2=\beta/\alpha$. The summand is
\begin{equation}
\frac{\xi^2-\xi_1\xi_2}{(\xi-\xi_1)(\xi-\xi_2)}=\frac{\xi}{\xi-\xi_1}+\frac{\xi}{\xi-\xi_2}-1 .
\end{equation}
For $|\xi_1|<1$ expand $\xi/(\xi-\xi_1)=\sum_q(\xi_1/\xi)^q$. Only powers divisible by $N$ survive the mean, which is $1/(1-\xi_1^N)$. Both sides are rational in $\xi_1$, so the result holds for $|\xi_1|>1$ too. A simple pole thus receives the weight
\begin{equation}
g(\lambda)=\frac1{1-\xi_1^N}+\frac1{1-\xi_2^N}-1 .
\end{equation}
Inside the ellipse both roots have modulus below one and $g\to1$. Outside, one modulus exceeds one, the other is below one, and $g\to0$. Both limits are approached exponentially in $N$.

Since $T^{-1}=D\,(DT)^{-1}$ falls as $w^{-2}$ at large $w$, for simple roots it is a sum of pole terms without a polynomial part. The factor $\zeta^p$ in a moment adds to each pole term a polynomial of degree $p-1$, whose trapezoid sum vanishes for $N>p$. The weights $g$ of enclosed modes merely rescale the rows of $Y$ and cancel in (\ref{small}). The error in the energies therefore comes from the leaked weights of outside modes, to first order in those weights once $r$ is fixed.

The same rule gives the quadrature value of (\ref{count}) as
\begin{equation}
\sum_{q=1}^{4N_b}g(\lambda_q)-N_b\sum_{\pm}g(p_\pm),
\label{noninteger}
\end{equation}
where $p_\pm=-i\gamma/2\pm\sqrt{E_0^2-\gamma^2/4}$ are the zeros of $D$. At finite $N$ it need not be an integer.

\section{Residuals that mean something}

A scaled residual for a computed pair $(\tilde w,\tilde v)$ is
\begin{equation}
\rho=\frac{\|T\tilde v\|}{(\|S\|+|\kappa^2\varepsilon|+|\kappa|\|B\|)\,\|\tilde v\|}.
\end{equation}
High polynomials make $\|S\|$ large, so a small $\rho$ can hide an appreciable frequency error. To obtain that error $\delta=\tilde w-\lambda$, put $\tilde v=v+\eta$ and expand $T(\tilde w)=T(\lambda)+\delta T'+\dots$. Terms linear in $\eta$ vanish because $T(\lambda)v=0$ and $v^{\mathsf T}T(\lambda)=0$. Therefore
\begin{equation}
\delta\simeq\frac{\tilde v^{\mathsf T}T(\tilde w)\tilde v}{\tilde v^{\mathsf T}T'(\tilde w)\tilde v},
\label{delta}
\end{equation}
up to second-order terms in $\delta$ and $\eta$. This is an error in eV and can be compared with a linewidth. It measures the error of solving the matrix problem, not that of the basis or of the permittivity model.

\section{Worked example}

Take $L=600$ nm, $n_1=1$, $n_2=1.45$, $\varepsilon_b=18$, $f=0.20$, $E_0=1.85$ eV and $\gamma=0.06$ eV. The last four are rough values for MoS2 and its A exciton. The basis has $N_b=40$ functions. All ellipses have centre at $\operatorname{Im}w=-0.04$ eV, vertical half axis $0.10$ eV and $N=400$ nodes; their real extent changes. With $\ell=8$, $K=1$ and a rank threshold of $10^{-9}$ relative to the largest singular value, the results are as follows.

\begin{center}
\begin{tabular}{ccc}
Real extent (eV) & Modes & Smallest kept ratio\\
1.090--1.550 & 2 & 0.55\\
1.090--1.725 & 3 & 0.43\\
1.090--1.810 & 4 & 0.14\\
0.850--1.810 & 5 & 0.061
\end{tabular}
\end{center}

The first dropped singular-value ratio is below $10^{-15}$ in each row, so the rank is unambiguous. The trace integral, the winding of $F$ and the quartic roots give the same counts. A mode shared by several contours moves by at most about $10^{-15}$ eV. The five modes are:

\begin{center}
\begin{tabular}{ccccc}
$m$ & $\operatorname{Re}w$ (eV) & $-\operatorname{Im}w$ (eV) & $\lambda_0$ (nm) & $Q$\\
4 & 0.967 & 0.0454 & 1282 & 10.6\\
5 & 1.206 & 0.0451 & 1028 & 13.4\\
6 & 1.441 & 0.0443 & 860 & 16.3\\
7 & 1.659 & 0.0412 & 748 & 20.1\\
8 & 1.792 & 0.0326 & 692 & 27.5
\end{tabular}
\end{center}

Here $\lambda_0=2\pi\hbar c/\operatorname{Re}w$. For $m=8$, $Q=1.792423/(2\times0.032648)=27.45$. The energies agree with zeros of $F$ within the tested $10^{-8}$ eV, and the field profiles, scaled to one at the air face, agree within $4\times10^{-14}$.

For comparison, remove the exciton line and keep $L$ and $\varepsilon_b$ fixed. Then $n=\sqrt{18}=4.243$, $r_1r_2=0.6185\times0.4906=0.3034$ and $\tau=3.041$ eV$^{-1}$. Equation (\ref{const}) gives for $m=8$
\begin{equation}
w_8=\frac{25.133-0.596i}{4.243\times3.041}\ \text{eV}=(1.948-0.046i)\ \text{eV}.
\end{equation}
The $m=7$ mode, at $1.705$ eV without the line, is lowered by $0.046$ eV. The computed $m=8$ mode lies $0.156$ eV below the constant-index value, on the other side of the exciton. It is not that mode displaced: as shown next with losses neglected, the line gives each order $m\ge1$ one mode below the exciton and one above. A solver that keeps the constant background index finds a single $m=8$ mode, above the exciton, and misses the one below.

The order $m$ alone does not identify a dispersive mode. Neglect losses and replace the right side of (\ref{trip}) by $\pi m$. With $y=w^2$ and $C=(\pi m/\tau)^2$ the condition $y\varepsilon=C$ becomes
\begin{equation}
-\varepsilon_by^2+[(\varepsilon_b+f)E_0^2+C]y-CE_0^2=0 .
\end{equation}
The left side is negative at $y=0$, equals $fE_0^4>0$ at $y=E_0^2$, and is negative at large $y$. Each $m\ge1$ therefore has one branch below the exciton and one above. In this approximation both have the same $n\kappa$, and their fields are similar where $n$ is well above $n_1$ and $n_2$ on both branches. That is a reason to take $K>1$ if a contour, bent so as to leave the Lorentz pole outside, encloses both. With leakage restored, the pairing by order is no longer clear for the lowest modes above the exciton, where $|n|$ is comparable with $n_1$ and $n_2$.

\section{Failure modes, with numbers}

\textbf{Too few probes.} On the five-mode contour, $\ell=2$ and $K=1$ return two energies and neither can be trusted: for the random probes used here, the worse one lies $0.11$ eV from the nearest of the five modes. The warning is that the rank equals its upper limit. The same $\ell$ with $K=3$ has room for six modes and recovers all five to rounding error.

\textbf{Too few nodes.} On the three-mode contour, with the rank fixed at three, 28 nodes give a worst error of $4.6\times10^{-8}$ eV and 52 nodes give $4.6\times10^{-12}$ eV. The largest outside weight falls from $1.2\times10^{-5}$ to $7.8\times10^{-10}$. The decay rates per node are $0.384$ for the error and $0.403$ for the weight, within the 20\% agreement demanded. The two runs use different random probe matrices, which changes the prefactor of the error and hence the apparent rate; with one probe matrix held fixed the error follows the weight closely. At 28 nodes, (\ref{delta}) reproduces the error to the digits shown without knowing the true mode.

\textbf{A contour close to a mode.} Move the right edge to $1.660$ eV, about $0.0014$ eV beyond $\operatorname{Re}w$ of the $m=7$ mode. With 64 nodes the count is $3.19-0.49i$, and (\ref{noninteger}) predicts the same number. With 400 nodes it is $3.001+0.003i$. A non-integer count calls for more nodes or a shifted contour; rounding it is unsafe.

\textbf{A misleading residual.} The computed modes have $\rho\le10^{-16}$. Shifting the energy by $0.001$ eV with the vector held fixed gives $\rho$ between $4\times10^{-7}$ and $2\times10^{-6}$. An acceptance limit of $10^{-6}$ would pass four of the five shifted energies.

\textbf{A contour around the Lorentz pole.} Near $p_+=(1.850-0.030i)$ eV the permittivity diverges, $r_1r_2\to1$, and (\ref{trip}) requires $\varepsilon\simeq(\pi m/\kappa)^2$. Since $D=fE_0^2/(\varepsilon-\varepsilon_b)$ and $D\simeq-2E_0(w-p_+)$ for $\gamma\ll E_0$,
\begin{equation}
w-p_+\simeq-\frac{fE_0}{2}\Big(\frac{\tau E_0}{\pi m}\Big)^2\qquad(m\to\infty).
\end{equation}
Infinitely many modes accumulate at the pole, so the continuum model has no finite count there. In the matrix problem the singular part of $T$ is a multiple of $I$, hence $\det T$ has a pole of order $N_b$ and $Z=N_b+(Z-P)$. On a circle of radius $0.038$ eV about $p_+$ the winding is $-2$ for $N_b=30$, $40$ and $50$, equal to the winding of $F$. The circle holds $28$, $38$ and $48$ discrete modes: each added function adds one. That number describes the basis, and working contours should leave the pole outside.

\section{Cost}

Each node needs one dense factorization, of order $N_b^3$ operations, and $\ell$ solves of order $N_b^2$ each. Nodes are independent and can run in parallel. The singular-value step acts on a $KN_b\times K\ell$ matrix. The trace in (\ref{count}) needs $N_b$ solves per node; following the phase of $\det T$ from the existing factors is cheaper, provided that the nodes resolve the phase. The quartic check needs a matrix of size $4N_b$ and a rational $\varepsilon$, whereas the contour method needs values of an analytic $T(w)$ alone.

\section{The model beside a real flake}

The thickness is realistic for an exfoliated flake, but a single Lorentz line on a constant background is crude. A flake this thick is bulk MoS2, with an indirect gap near 1.2 to 1.3 eV. The phonon-assisted absorption above that gap is absent from the model and was not sized; it would further lower $Q$ for the modes $m=6$, $7$ and $8$. The largest neglected effect sized here is the dispersion and absorption of the B and C excitons. They were added as rough lines at $2.05$ and $2.75$ eV, with the real part of $\varepsilon$ held fixed at $1.44$ eV. The $m=7$ mode then moves by $(-0.029-0.018i)$ eV and the $m=8$ mode by $(-0.024-0.016i)$ eV, which lowers $Q$ from $20$ to $14$ and from $27$ to $18$. Lorentz tails represent absorption poorly far from a line, so these are sizes, not corrections. For $m=8$, a 10 K warming that lowers the exciton by an assumed $0.004$ eV gives $-0.0027$ eV, and one more layer gives $-0.00055$ eV. For the polarization with an out-of-plane field, a lateral width of 10\,000 nm, with an out-of-plane permittivity of 7, would add about $0.00015$ eV if $\varepsilon$ did not vary with frequency. Dispersion reduces this to roughly $0.00005$ eV, by the same factor of about $0.3$ that separates the layer shift from its constant-$\varepsilon$ value, $-1.792\times0.615/600=-0.0018$ eV. On an oxidized silicon wafer the silicon also reflects, and the condition at the lower face must be replaced; that shift was not computed. Finally, a half-wave shrinks to one layer at $m\approx976$, where a local permittivity has lost its meaning, so the infinite sequence at the pole belongs to the model and not to the crystal. The numerical output gives the remaining digits, which test the solver and not the material.

\section*{Numbers as computed}
\begin{verbatim}
MoS2 flake 600 nm; indices outside 1.00, 1.45
background permittivity 18.0, Lorentz strength 0.20
exciton energy 1.850 eV, linewidth 0.060 eV (rough values)
Lorentz pole 1.84976-0.03000j eV; basis size 40
ellipses: centre Im -0.040 eV, vertical half axis 0.100 eV, 400 nodes
Re w 1.090 to 1.550 eV: modes 2, count error 1.1e-15, sv ratios kept 5.5e-01 dropped 5.0e-16
Re w 1.090 to 1.725 eV: modes 3, count error 2.8e-15, sv ratios kept 4.3e-01 dropped 3.7e-16
Re w 1.090 to 1.810 eV: modes 4, count error 2.9e-15, sv ratios kept 1.4e-01 dropped 4.7e-16
Re w 0.850 to 1.810 eV: modes 5, count error 2.2e-16, sv ratios kept 6.1e-02 dropped 2.8e-16
largest change of a shared mode between contours 1.2e-15 eV
m=4: w 0.966759-0.045418j eV, 1282.47 nm, Q 10.64, residual 1.2e-17, 1 meV off 4.1e-07
m=5: w 1.206059-0.045108j eV, 1028.01 nm, Q 13.37, residual 4.7e-18, 1 meV off 4.7e-07
m=6: w 1.441002-0.044307j eV, 860.40 nm, Q 16.26, residual 1.3e-17, 1 meV off 5.4e-07
m=7: w 1.658601-0.041213j eV, 747.52 nm, Q 20.12, residual 1.4e-17, 1 meV off 7.0e-07
m=8: w 1.792423-0.032648j eV, 691.71 nm, Q 27.45, residual 9.5e-17, 1 meV off 2.2e-06
largest field-profile error (field 1 at air face) 3.6e-14
m=7 without exciton line: 1.704696-0.046225j eV
m=8 without exciton line: 1.948224-0.046225j eV
2 probes, 1 block: rank 2, worst error 1.09e-01 eV
2 probes, 3 blocks: rank 5, worst error 9.1e-16 eV
28 nodes: worst error 4.63e-08 eV, largest outside weight 1.25e-05
error estimated from T alone at 28 nodes 4.63e-08 eV
52 nodes: worst error 4.58e-12 eV, largest outside weight 7.80e-10
decay rate per node: seen 0.384, from weight 0.403
right edge 1.660 eV, 64 nodes: count 3.19123-0.48762j, from weights 3.19123-0.48762j
same contour, 400 nodes: count 3.00120+0.00343j
circle at pole, radius 0.038 eV: scalar winding -2.0000
basis 30: winding -2.0000, discrete modes inside 28
basis 40: winding -2.0000, discrete modes inside 38
basis 50: winding -2.0000, discrete modes inside 48
rough B, C excitons (energy eV, width eV, strength): (2.05, 0.12, 0.25) (2.75, 0.4, 3.5)
m=7 shift from B and C excitons -0.02898-0.01753j eV
m=7 shift for 10 K warming (exciton -0.004 eV) -0.00065+0.00009j eV
m=7 shift for one more layer (0.615 nm) -0.00140-0.00001j eV
m=7 shift, width 10000 nm, out-of-plane eps 7: 1.7e-04 eV
m=8 shift from B and C excitons -0.02408-0.01585j eV
m=8 shift for 10 K warming (exciton -0.004 eV) -0.00274+0.00010j eV
m=8 shift for one more layer (0.615 nm) -0.00055-0.00004j eV
m=8 shift, width 10000 nm, out-of-plane eps 7: 1.5e-04 eV
order at which a half-wave equals one layer: 976
\end{verbatim}
